How many optical phonons a 1 V drop costs in silicon

An electron that falls through 1 V in silicon, and can lose energy only to optical phonons of 62 meV, must give up 16 phonons net if it starts at rest. The word "net" means emissions minus absorptions. An energy of 8 meV remains, too little to emit another phonon. At room temperature the electron also absorbs phonons on the way. After a short, steep drop it emits about 18 in order to be rid of 16; in a long, gentle drop it emits and absorbs many more, with the same net count.

The estimate

The fall supplies an energy qV = 1 eV, where q is the magnitude of the electron charge and V the voltage. Each emission removes ħω = 62 meV = 0.062 eV. Therefore

number ≈ qV/(ħω) = 1 eV/0.062 eV = 16.13.

Phonons are emitted whole. Sixteen of them carry 16 × 0.062 eV = 0.992 eV, and 1.000 eV − 0.992 eV = 8 meV is left. A seventeenth would need 54 meV more than the electron has.

This division leaves three questions open: whether it matters where the phonons are emitted, what heat in the electron and in the lattice does to the count, and which other losses can change it.

Energy balance along the whole path

Let E be the kinetic energy of the electron, measured from the conduction-band edge, and U(x) its potential energy at position x. Between collisions the sum E + U is constant. A collision with a phonon leaves the position unchanged and changes E by −ħω for an emission or by +ħω for an absorption. Each collision is treated as a completed event with a sharp energy.

Suppose that there are n_em emissions and n_abs absorptions between the start (index i) and the end (index f). Adding the changes of E + U gives

(E_f + U_f) − (E_i + U_i) = −(n_em − n_abs) ħω.

The potential energy falls by U_i − U_f = qV. With the net count n = n_em − n_abs, moving the potential terms to the right gives

E_f = E_i + qV − n ħω.

The shape of the potential has dropped out, and so have the electron's mass and its collision rate. They decide where phonons are emitted and how long the process takes, but they enter the balance only through E_i, E_f and n. The voltage meant here is the fall of the band edge along the electron's path, which need not equal the voltage applied to the terminals of a device.

Now the end must be defined. The electron enters a drain in which the potential is flat, and it counts as cooled at the first moment in the drain when its kinetic energy is below ħω. It can then emit no further optical phonon until it has absorbed one. The condition 0 ≤ E_f < ħω, with the balance inserted, reads

0 ≤ E_i + qV − n ħω < ħω.

Adding n ħω to all parts and dividing by ħω gives

n ≤ (E_i + qV)/(ħω) < n + 1.

There is one integer that satisfies this, the whole part of the ratio:

n = floor[(E_i + qV)/(ħω)].

For E_i = 0 it is floor(16.13) = 16. Since n_em = n + n_abs and n_abs cannot be negative, the electron must emit at least 16 phonons. This is the precise sense of "must" in this model.

The simple ratio exceeds the whole number by less than one phonon. That matters little at 1 V, but it matters at small voltages: an electron that starts at rest and falls through less than 62 mV has n = 0. It cannot emit an optical phonon unless it has first absorbed one, although the ratio is not zero.

A thermal start

An electron picked at random from a lightly doped region at 300 K is not at rest. With kT = 25.85 meV its mean kinetic energy is 3kT/2 = 38.8 meV. Some electrons have more than the 54 meV that a seventeenth phonon requires. (Electrons counted as they cross a plane would average 2kT instead, because fast ones cross more often. The start used here is the random pick.)

The mean of a count is the sum of the probabilities that it reaches 1, 2, 3 and so on. The count reaches j when E_i + qV ≥ jħω. For j up to 16 this is certain, so

⟨n⟩ = 16 + Σ P(E_i ≥ jħω − qV), summed over j = 17, 18, …

In a parabolic band the number of states below energy E grows as the cube of the wave number, that is as E^(3/2), so the density of states grows as √E. Multiplied by the Boltzmann factor this gives the distribution √E exp(−E/kT). With t = E/kT and x = a/kT, its normalized tail is

P(E_i ≥ a) = (2/√π) ∫ √t exp(−t) dt, from x to ∞.

Integration by parts gives

P = (2/√π) [√x exp(−x) + ½ ∫ t^(−1/2) exp(−t) dt].

The substitution t = s² turns the remaining integral, from x to ∞, into 2 ∫ exp(−s²) ds from √x to ∞, which is √π erfc(√x). Hence

P(E_i ≥ a) = 2 √(x/π) exp(−x) + erfc(√x).

The thresholds a are 54 meV for the seventeenth phonon, 116 meV for the eighteenth, and 62 meV more for each further one. The sum gives ⟨n⟩ = 16.28. The thermal start thus adds about a quarter of a phonon to the mean.

Why the electron emits more than 16

A lattice mode is a harmonic oscillator. In thermal equilibrium the probability of finding m quanta in it is (1 − z) z^m, with z = exp(−ħω/kT). Its mean occupation is

N = (1 − z) Σ m z^m = z/(1 − z) = 1/[exp(ħω/kT) − 1].

At 300 K, ħω/kT = 62/25.85 = 2.40 and N = 0.100. At 400 K, N = 0.198.

The electron couples to the displacement of the oscillator, which is proportional to a + a†. From a a† − a† a = 1 and a† a|m⟩ = m|m⟩, the squared norm of a†|m⟩ is ⟨m|a a†|m⟩ = m + 1, and that of a|m⟩ is ⟨m|a† a|m⟩ = m. The transition rate is proportional to these squares. Averaged over m, emission has the weight N + 1 and absorption the weight N. Each weight is further multiplied by the density of final electron states.

Consider first a constant density of states. The electron then walks on a ladder of energies spaced by ħω. A collision takes it down with probability p and up with probability r, where

p = (N + 1)/(2N + 1), r = N/(2N + 1), p + r = 1.

Let e be the mean number of emissions needed to arrive one rung lower for the first time. If the first collision is an emission, one emission has sufficed. If it is an absorption, there are two rungs to descend, each at the mean cost e. Therefore

e = p × 1 + r × 2e,

e (1 − 2r) = p.

Since 1 − 2r = (2N + 1 − 2N)/(2N + 1) = 1/(2N + 1), the result is

e = p (2N + 1) = N + 1.

The mean is finite because p exceeds r and the walk drifts downward. The same argument for the mean number b of absorptions starts from b = r(1 + 2b) and gives b = r(2N + 1) = N.

After an abrupt drop from rest the electron stands at 1 eV, sixteen rungs above its final 8 meV. The mean counts are

emissions: 16 (N + 1) = 16 × 1.100 = 17.6,

absorptions: 16 N = 16 × 0.100 = 1.6.

Their difference is 16, as the balance demands. In a cold lattice N tends to zero and the emissions tend to 16. In the opposite limit, kT much larger than ħω, N approaches kT/(ħω) and, for this constant density of states, the emissions grow in proportion to temperature, while the net count for the same start stays at 16.

In a parabolic band the final-state factors change the weights to

emission: (N + 1) √(E − ħω), absorption: N √(E + ħω).

Absorption leads to a higher energy, where there are more states, and so it gains weight. At 1 eV the ratio of the two square roots is √(1.062/0.938) = 1.06, a small change. On the lowest rung from which emission is possible, at 70 meV, it is √(132/8) = 4.1. The extra absorptions therefore arise mainly near the bottom of the ladder.

With p and r now dependent on the rung k, the mean number of emissions e_k still to come obeys

e_k = p_k (1 + e_(k−1)) + r_k e_(k+1), with e_0 = 0.

Solving these linear equations numerically, on a ladder cut off at 4 eV, gives 18.2 emissions and 2.2 absorptions at 300 K. At 400 K there are 20.5 emissions. The net count is 16 in both cases. The gross count depends on the remainder, because the emission weight on the lowest rung vanishes as the remainder goes to zero: at 300 K it is 18.1 for phonons of 60 or 61 meV, but 18.7 for 62.4 meV, where only 1.6 meV is left over.

Comparison with simulated paths

The balance allows the field to change where energy is lost, but not the rule for the total. A Monte Carlo simulation shows both sides of this. Each electron starts with a random thermal velocity at 300 K in a uniform field and flies freely between random collisions. A phonon changes its energy by ħω and sends it off in a random direction. Once it has fallen through 1 V it enters the flat drain, does not return, and is followed until its energy is below 62 meV.

The band is parabolic, and the rates have the energy dependence given above. Three runs of 800 electrons were made, where m_e is the free-electron mass and the quoted rate is that of phonon emission at 1 eV.

Run A: field 0.1 MV/cm over 100 nm, mass 0.32 m_e, rate 0.05 per fs.
Run B: field 0.5 MV/cm over 20 nm, with the mass and rate of run A.
Run C: field and length of run B, mass 0.26 m_e, rate 0.10 per fs.

Multiplied by ħ, these rates correspond to energy widths of 33 meV in runs A and B and 66 meV in run C. That is comparable with ħω, so the sharp energies assumed between collisions are only a rough approximation for the hot part of the path.

In run A the electron arrives at the drain with a mean energy of 0.51 eV. It has given up 8.5 phonons net on the way and gives up 7.8 more inside the drain. In run B it arrives with 0.96 eV, having lost 1.3 phonons net, and the drain receives the other 15.0. At fixed voltage, mass and scattering strength, the shorter path at the higher field thus delivers a much hotter electron. In run C the arrival energy is 0.87 eV, with 2.8 phonons lost before the drain and 13.5 inside it.

The mean net counts are 16.26, 16.30 and 16.27, against the predicted 16.28. Most electrons need 16 or 17 phonons, so single counts scatter by about half a phonon, and the mean of 800 is uncertain by about 0.5/√800 ≈ 0.02. The differences are of that size.

The numbers of emissions, 18.9, 18.4 and 18.5, can depend on the path, and so can the absorptions, 2.6, 2.1 and 2.2. The mean emissions are uncertain by about 0.07, so run A stands out, while runs B and C cannot be told apart. In each run emissions minus absorptions give 16.3. The gross numbers stay near 18 only because these paths are short. At lower fields the electron spends longer on the way and absorbs more: with the mass and rate of run A and a start at rest, a field of 0.01 MV/cm over 1 µm gives about 35 emissions and 19 absorptions, still 16 net.

The energy balance can also be read backwards. In run B the mean start energy of 38.8 meV plus 1000 meV, less 1.27 × 62 meV = 79 meV, leaves 960 meV at the drain. The simulated mean is 961 meV; the small difference comes from rounding and from the finite sample of start energies.

When another loss opens

An electron with enough energy can lift a second electron across the band gap. This process, impact ionization, needs at least the gap energy, roughly 1.12 eV in silicon. A drop of 1 V from rest falls short of it by 0.12 eV, but phonon absorption can supply the difference.

For a constant density of states, let h be the chance that the electron ever climbs one rung above its present one, with the bottom of the ladder far away. Either the next collision takes it up, or it goes down and must then climb two rungs:

h = r + p h².

The solutions of p h² − h + r = 0 are h = 1 and h = r/p, as insertion with p + r = 1 confirms. The value h = 1 would make the electron certain to climb any height, which contradicts its downward drift. Hence

h = r/p = N/(N + 1) = exp(−ħω/kT).

To climb m rungs it must succeed m times, with probability exp(−mħω/kT). Here m = 2, since 1.000 + 0.124 = 1.124 eV exceeds 1.12 eV. The chance is exp(−124/25.85) = 0.8 %. The linear equations for the parabolic band give 0.9 %.

A thermal start matters more. Some electrons begin with over 0.12 eV and reach the gap energy without any absorption. Averaged over start energies, 5 % reach it after an abrupt drop in the parabolic model. In run B, where the drop extends over 20 nm, 3 % did so, and in run A 0.25 %, which is only two electrons of 800. These are fractions that reach the necessary energy. The fraction that creates a pair cannot be larger, because an electron above the threshold may emit a phonon instead. As far as impact ionization is concerned, the phonon budget therefore stands for most electrons at 1 V. At voltages well above the gap it need not, since a single ionization can take the energy of 18 phonons.

The model beside a real transistor

The runs are set at the drain end of a silicon n-channel transistor. Fields of 0.1 to 0.5 MV/cm are rough typical values there, and the masses and rates are likewise rough. A real field is not uniform, and the silicon band is neither isotropic nor parabolic up to 1 eV. These simplifications affect the arrival energy and the gross number of emissions; they leave the net rule unchanged so long as phonons of one energy are the only loss. Real devices break that last assumption too. Some of the resulting corrections can be estimated.

The phonon energy is itself approximate. With 60 meV the ratio is 16.7 and with 64 meV it is 15.6, so two digits are all that the estimate deserves.

Silicon also has softer phonons that scatter electrons. Let a share f of M emissions go to the 62 meV mode and the rest to phonons of energy ħω₂. Neglecting the final remainder and absorption, the energy balance is

qV = M [f ħω + (1 − f) ħω₂],

and the optical count is

f M = f qV/[f ħω + (1 − f) ħω₂].

As an assumed example, take f = 0.8 and ħω₂ = 19 meV. The mean phonon energy is 0.8 × 62 + 0.2 × 19 = 53.4 meV. The total is 1000/53.4 = 18.7 phonons, of which 0.8 × 18.7 = 15.0 are optical. A step-by-step average that stops when the energy falls below 62 meV gives 14.4, since it leaves the remainder unspent. The admixture thus lowers the optical count by one or two, while it raises the total.

A heavily doped drain has its lowest states mostly filled. With six equivalent valleys and two spin directions, the electron density n_e fills spheres of radius k_F in wave-vector space:

n_e = 12 × (4π/3) k_F³/(2π)³ = 2 k_F³/π².

Solving for k_F gives k_F³ = π² n_e/2, and the Fermi energy at low temperature is

E_F = ħ² k_F²/(2m) = ħ² (π² n_e/2)^(2/3)/(2m).

For n_e = 10²⁰ cm⁻³ and m = 0.32 m_e this is 74 meV. At 300 K the energy at which states are half filled is slightly lower, about 66 meV; the low-temperature value is kept for this estimate. If cooling stops near E_F instead of near the band edge, the energy to be given up shrinks by 74 meV, the equivalent of 74/62 = 1.2 phonons. Because phonons are whole, the net count of a single electron falls by one or two. If the electron also starts from an equally filled source, with a kinetic energy near E_F, the two shifts nearly cancel in the balance.

In such a drain the hot electron can also pass energy to other electrons. Every 0.1 eV passed on removes 0.1/0.062 = 1.6 phonons from its own count. An electron that gives away half of its 1 eV would emit only about eight net. This can be the largest correction of all, and the present model does not predict its size. The number 16 is then best read as the energy budget of the fall, expressed in optical phonons, and no longer as the number that this one electron emits.
